# The neutral vacancy as a tetrahedron of four exchange-coupled spins: test program

```python
"""Four dangling-bond spins of a neutral vacancy as a Heisenberg tetrahedron.

Result under test: H = J sum_{i<j} S_i.S_j has two singlets at -3J/2,
three triplets at -J/2 and one quintet at +3J/2. For hopping t much smaller
than the net charge-transfer cost U, J = 4 t^2/U. Orbital symmetries are
E, T1 and A2. An E distortion splits the singlets and lowers the energy by
3 alpha^2 J^2/(8 k), where alpha = -d ln J/d(edge) and k is an edge spring.
K is direct exchange, V intersite repulsion, M the mass of one atom.
Energies are in eV and lengths in angstrom.
"""
from functools import reduce
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

t, U, K = 0.5, 5.0, 0.02
alpha, k_spring, mass_u, temperature = 2.0, 3.0, 30.0, 300.0
J = 4 * t**2 / U
edges = list(combinations(range(4), 2))

# ---------- Spin model in the full 16-dimensional space ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def spin(site, axis):
    factors = [np.eye(2)] * 4
    factors[site] = pauli[axis] / 2
    return reduce(np.kron, factors)


S = [[spin(i, q) for q in range(3)] for i in range(4)]
dots = {e: sum(S[e[0]][q] @ S[e[1]][q] for q in range(3)).real
        for e in edges}
total = [sum(S[i][q] for i in range(4)) for q in range(3)]
spin_squared = sum(m @ m for m in total).real


def heisenberg(couplings):
    return sum(couplings[e] * dots[e] for e in edges)


def sector_basis(operator, value):
    values, vectors = np.linalg.eigh(operator)
    return vectors[:, np.abs(values - value) < 1e-7]


spin_basis = {s: sector_basis(spin_squared, s * (s + 1)) for s in (0, 1, 2)}


def spin_levels(matrix, s):
    b = spin_basis[s]
    return np.linalg.eigvalsh(b.T @ matrix @ b)


H_spin = heisenberg({e: J for e in edges})
levels = {s: spin_levels(H_spin, s) for s in (0, 1, 2)}
counts = {s: len(levels[s]) // (2 * s + 1) for s in (0, 1, 2)}
assert counts == {0: 2, 1: 3, 2: 1}
for s in (0, 1, 2):
    assert np.allclose(levels[s], J * (s * (s + 1) - 3) / 2, atol=1e-12)

# The three bond pairings span the singlet doublet.
bond = np.array([[0, 1], [-1, 0]]) / np.sqrt(2)
pairings = np.array([np.einsum(f"{p},{q}->abcd", bond, bond).ravel()
                     for p, q in (("ab", "cd"), ("ac", "bd"), ("ad", "bc"))])
overlap = pairings @ pairings.T
pairing_rank = np.linalg.matrix_rank(pairings, tol=1e-10)
assert pairing_rank == 2
assert np.allclose(np.abs(overlap[np.triu_indices(3, 1)]), 0.5)
assert np.allclose(H_spin @ pairings.T, -1.5 * J * pairings.T)

# Unequal exchanges: six independent couplings for the singlets.
rng = np.random.default_rng(4)
for _ in range(10):
    c = {e: rng.uniform(0.1, 1.0) for e in edges}
    sums = np.array([c[0, 1] + c[2, 3], c[0, 2] + c[1, 3],
                     c[0, 3] + c[1, 2]])
    root = np.sqrt(sums @ sums - sums[0] * sums[1]
                   - sums[1] * sums[2] - sums[2] * sums[0])
    expected = -sums.sum() / 4 + np.array([-0.5, 0.5]) * root
    assert np.allclose(spin_levels(heisenberg(c), 0), expected)
    for p, q in (((0, 1), (2, 3)), ((0, 2), (1, 3)), ((0, 3), (1, 2))):
        c[p] = c[q] = (c[p] + c[q]) / 2
    expected = np.repeat(np.sort((2 * sums - sums.sum()) / 4), 3)
    assert np.allclose(spin_levels(heisenberg(c), 1), expected)
    assert np.allclose(spin_levels(heisenberg(c), 2), sums.sum() / 4)

# ---------- Four electrons with all ionic configurations ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = [reduce(np.kron, [parity] * m + [lower] + [np.eye(2)] * (7 - m))
              for m in range(8)]
C = [[annihilate[2 * i + s] for s in range(2)] for i in range(4)]
number = [[C[i][s].T @ C[i][s] for s in range(2)] for i in range(4)]
site_number = [number[i][0] + number[i][1] for i in range(4)]
four = np.where(np.isclose(np.diag(sum(site_number)), 4))[0]


def restrict(matrix):
    return matrix[np.ix_(four, four)]


hopping = restrict(-sum(C[i][s].T @ C[j][s] + C[j][s].T @ C[i][s]
                        for i, j in edges for s in range(2)))
double = restrict(sum(number[i][0] @ number[i][1] for i in range(4)))
repulsion = restrict(sum(site_number[i] @ site_number[j] for i, j in edges))
exchange = restrict(sum(C[i][s].T @ C[j][r].T @ C[i][r] @ C[j][s]
                        for i, j in edges for s in range(2)
                        for r in range(2)))
raising = sum(C[i][0].T @ C[i][1] for i in range(4))
Sz = sum(number[i][0] - number[i][1] for i in range(4)) / 2
electron_spin = restrict(raising.T @ raising + Sz @ Sz + Sz)
electron_basis = {s: sector_basis(electron_spin, s * (s + 1))
                  for s in (0, 1, 2)}


def lowest(matrix, s):
    b = electron_basis[s]
    return np.linalg.eigvalsh(b.T @ matrix @ b)[0]


def gaps(matrix):
    e = [lowest(matrix, s) for s in (0, 1, 2)]
    return np.array([e[1] - e[0], e[2] - e[1]])


H_el = t * hopping + U * double
energy, states = np.linalg.eigh(H_el)
groups = [states[:, :2], states[:, 2:11], states[:, 11:16]]
for s, group in enumerate(groups):
    assert np.allclose(electron_spin @ group, s * (s + 1) * group, atol=1e-7)
assert energy[16] > energy[15] + 0.1

# Strong-coupling limit: relative errors must vanish at least quadratically.
errors = []
for ratio in (0.02, 0.01):
    small_J = 4 * ratio**2
    errors.append(np.abs(gaps(ratio * hopping + double)
                         / (small_J * np.array([1, 2])) - 1))
assert np.all(errors[1] < 0.01)
assert np.all(errors[1] < 0.3 * errors[0])

# Equal intersite repulsion reduces U; direct exchange is ferromagnetic.
V = 1.3
assert np.allclose(np.linalg.eigvalsh(H_el + V * repulsion),
                   np.linalg.eigvalsh(t * hopping + (U - V) * double) + 6 * V)
assert np.allclose(gaps(U * double + K * exchange), [-2 * K, -4 * K])


# Orbital permutations, including the fermion sign.
def reflection(i, j):
    result = np.eye(256)
    for s in range(2):
        difference = C[i][s] - C[j][s]
        result = result @ (np.eye(256) - difference.T @ difference)
    return restrict(result)


r12, r23, r34 = reflection(0, 1), reflection(1, 2), reflection(2, 3)
operations = [r12 @ r23, r12 @ r34, r12 @ r23 @ r34, r12]
characters = np.array([[np.trace(g.T @ op @ g) / (2 * s + 1)
                        for op in operations]
                       for s, g in enumerate(groups)])
# Columns: C3, C2, S4, mirror; rows: E, T1, A2.
assert np.allclose(characters, [[-1, 2, 0, 0], [0, -1, 1, -1],
                                [1, 1, -1, -1]], atol=1e-7)

# ---------- Jahn-Teller distortion ----------
edge_class = {(0, 1): 0, (2, 3): 0, (0, 2): 1, (1, 3): 1,
              (0, 3): 2, (1, 2): 2}


def edge_changes(x, angle):
    d = -2 * x * np.cos(angle - 2 * np.pi * np.arange(3) / 3)
    return {e: d[edge_class[e]] for e in edges}


def distorted_energy(x, angle, exponential=False):
    d = edge_changes(x, angle)
    c = {e: J * (np.exp(-alpha * d[e]) if exponential else 1 - alpha * d[e])
         for e in edges}
    elastic = k_spring * sum(v**2 for v in d.values()) / 2
    return spin_levels(heisenberg(c), 0)[0] + elastic


def relax(angle, exponential=False):
    return minimize_scalar(distorted_energy, bounds=(0, 0.2),
                           args=(angle, exponential), method="bounded",
                           options={"xatol": 1e-10})


x0 = alpha * J / (4 * k_spring)
E_JT = 3 * alpha**2 * J**2 / (8 * k_spring)
for angle in (0.0, 0.7, np.pi):
    minimum = relax(angle)
    assert abs(minimum.x - x0) < 1e-6
    assert abs(-1.5 * J - minimum.fun - E_JT) < 1e-10
short_pair, long_pair = relax(0.0, True), relax(np.pi, True)
assert short_pair.fun < long_pair.fun
d0 = edge_changes(x0, 0.0)
H_dist = heisenberg({e: J * (1 - alpha * d0[e]) for e in edges})
dist_levels = [spin_levels(H_dist, s) for s in (0, 1, 2)]

# Vibrational inertia from actual atomic displacements.
atoms = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
edge_length = np.linalg.norm(atoms[0] - atoms[1])
step = 1e-5
displacement = atoms * np.array([4, -2, -2]) * step / edge_length
moved = atoms + displacement
changes = np.array([np.linalg.norm(moved[i] - moved[j]) - edge_length
                    for i, j in edges])
assert np.allclose(changes / step, [-2, 1, 1, 1, 1, -2], atol=1e-4)
stiffness_ratio = np.sum(changes**2) / np.sum(displacement**2)
assert abs(stiffness_ratio - 1) < 1e-4
k_SI = k_spring * const.e / const.angstrom**2
omega = np.sqrt(k_SI / (mass_u * const.atomic_mass))
quantum = const.hbar * omega / const.e

# ---------- Sizes of neglected effects ----------
full_gaps = gaps(H_el)
exchange_gaps = gaps(H_el + K * exchange)
double_ground = np.trace(groups[0].T @ double @ groups[0]) / 2
kT = const.k * temperature / const.e
all_levels = np.linalg.eigvalsh(H_spin)
weights = np.exp(-(all_levels - all_levels[0]) / kT)
population = weights / weights.sum()

print(f"Hopping t = {t:.3f} eV")
print(f"Net charge-transfer cost U = {U:.3f} eV")
print(f"Heisenberg exchange J = {J:.4f} eV")
print(f"J/k_B = {J * const.e / const.k:.0f} K")
for s, name in enumerate(("Singlet", "Triplet", "Quintet")):
    print(f"{name}: {counts[s]} multiplets at {levels[s][0]:.4f} eV")
print(f"Independent bond pairings = {pairing_rank} (dimensionless)")
print(f"Pairing overlap magnitude = {abs(overlap[0, 1]):.3f} (dimensionless)")
for name, row in zip(("Singlet", "Triplet", "Quintet"), characters):
    text = ", ".join(f"{round(v):d}" for v in row)
    print(f"{name} characters C3,C2,S4,mirror = {text} (dimensionless)")
print(f"Hubbard singlet-triplet gap = {full_gaps[0]:.4f} eV")
print(f"Hubbard triplet-quintet gap = {full_gaps[1]:.4f} eV")
print(f"First gap change from J = {100 * (full_gaps[0] / J - 1):.1f} %")
print(f"Second gap change from 2J = {100 * (full_gaps[1] / (2*J) - 1):.1f} %")
print(f"Mean doubly occupied orbitals = {double_ground:.4f} (dimensionless)")
print(f"Lowest charge excitation = {energy[16] - energy[0]:.3f} eV")
for ratio in (0.05, 0.10, 0.20, 0.50):
    value = gaps(ratio * hopping + double)[0] / (4 * ratio**2)
    print(f"t/U = {ratio:.2f}: first gap/J = {value:.4f} (dimensionless)")
print(f"Direct exchange K = {K:.3f} eV")
print(f"First Hubbard gap with K = {exchange_gaps[0]:.4f} eV")
print(f"Exchange decay alpha = {alpha:.2f} 1/angstrom")
print(f"Edge spring k = {k_spring:.2f} eV/angstrom^2")
print(f"Distortion x0 = {x0:.4f} angstrom")
print(f"Two short edges change by {d0[0, 1]:.4f} angstrom")
print(f"Four other edges change by {d0[0, 2]:.4f} angstrom")
print(f"Jahn-Teller energy = {E_JT:.4f} eV")
for s, name in enumerate(("singlets", "triplets", "quintet")):
    vals = dist_levels[s][::2 * s + 1]
    text = ", ".join(f"{v:.4f}" for v in vals)
    print(f"Distorted {name}, no elastic term = {text} eV")
print(f"Exponential J, two short edges: x = {short_pair.x:.4f} angstrom")
print(f"Energy gain, two short edges = {-1.5*J - short_pair.fun:.4f} eV")
print(f"Exponential J, two long edges: |x| = {long_pair.x:.4f} angstrom")
print(f"Energy gain, two long edges = {-1.5*J - long_pair.fun:.4f} eV")
print(f"Atomic mass M = {mass_u:.1f} u")
print(f"Vibrational quantum = {quantum:.4f} eV")
print(f"Jahn-Teller energy/quantum = {E_JT / quantum:.3f} (dimensionless)")
print(f"Temperature = {temperature:.1f} K")
print(f"Thermal energy = {kT:.5f} eV")
print(f"Triplet population = {100 * population[2:11].sum():.4f} %")
print(f"Quintet population = {100 * population[11:].sum():.3e} %")
print("tests ok")
```

It prints:

```
Hopping t = 0.500 eV
Net charge-transfer cost U = 5.000 eV
Heisenberg exchange J = 0.2000 eV
J/k_B = 2321 K
Singlet: 2 multiplets at -0.3000 eV
Triplet: 3 multiplets at -0.1000 eV
Quintet: 1 multiplets at 0.3000 eV
Independent bond pairings = 2 (dimensionless)
Pairing overlap magnitude = 0.500 (dimensionless)
Singlet characters C3,C2,S4,mirror = -1, 2, 0, 0 (dimensionless)
Triplet characters C3,C2,S4,mirror = 0, -1, 1, -1 (dimensionless)
Quintet characters C3,C2,S4,mirror = 1, 1, -1, -1 (dimensionless)
Hubbard singlet-triplet gap = 0.1521 eV
Hubbard triplet-quintet gap = 0.3978 eV
First gap change from J = -23.9 %
Second gap change from 2J = -0.5 %
Mean doubly occupied orbitals = 0.0931 (dimensionless)
Lowest charge excitation = 3.975 eV
t/U = 0.05: first gap/J = 0.9294 (dimensionless)
t/U = 0.10: first gap/J = 0.7606 (dimensionless)
t/U = 0.20: first gap/J = 0.4134 (dimensionless)
t/U = 0.50: first gap/J = 0.0713 (dimensionless)
Direct exchange K = 0.020 eV
First Hubbard gap with K = 0.1124 eV
Exchange decay alpha = 2.00 1/angstrom
Edge spring k = 3.00 eV/angstrom^2
Distortion x0 = 0.0333 angstrom
Two short edges change by -0.0667 angstrom
Four other edges change by 0.0333 angstrom
Jahn-Teller energy = 0.0200 eV
Distorted singlets, no elastic term = -0.3400, -0.2600 eV
Distorted triplets, no elastic term = -0.1133, -0.1133, -0.0733 eV
Distorted quintet, no elastic term = 0.3000 eV
Exponential J, two short edges: x = 0.0390 angstrom
Energy gain, two short edges = 0.0233 eV
Exponential J, two long edges: |x| = 0.0335 angstrom
Energy gain, two long edges = 0.0201 eV
Atomic mass M = 30.0 u
Vibrational quantum = 0.0204 eV
Jahn-Teller energy/quantum = 0.978 (dimensionless)
Temperature = 300.0 K
Thermal energy = 0.02585 eV
Triplet population = 0.1961 %
Quintet population = 2.077e-08 %
tests ok
```
